Weighted histogram equations for umbrella-sampled polarization from maximum likelihood, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The equations and their solution

### 1.1 What goes wrong without them

When the barrier between the two polarized states of a ferroelectric cell is many times kT, an unbiased simulation spends nearly all its time in those states. For the model cell of Part 2, a run of 68,000 independent samples is expected to put 3×10⁻⁷ counts in the bin at the saddle between them. Such a histogram gives at most a lower limit to the barrier.

Bias potentials bring samples to the saddle, but they distort the distribution. In the same model, 27 biased simulations together put 573 counts in the saddle bin and 691 in the bin of one well. If these counts are simply added and read as a Boltzmann distribution, the barrier comes out as kT ln(691/573) = 0.005 eV. The true value is 0.600 eV. Removing each known bias separately gives pieces of the right curve, but each piece has its own unknown additive constant. The equations below fix all the constants together and weight each piece by the information it carries.

### 1.2 The biased distributions

Let x denote the atomic configuration, U(x) the potential energy, and P(x) the cell-averaged polarization along the switching axis. The algebra is in atomic units, with energies in hartree and polarization in e/a₀². The inverse temperature is β = 1/(k_B T). Energies enter the estimator through products such as βw, so any consistent energy unit serves.

P(x) must be a single-valued function of the configuration. The polarization of a periodic crystal is defined up to a quantum, so one branch must be followed continuously. One such function is the sum over atoms of a fixed effective charge times the displacement from a fixed reference, divided by the cell volume. The displacements must be followed continuously, without wrapping atoms back into the cell.

The unbiased density of P and its free-energy profile are

ρ(P) = ∫dx exp[−βU(x)] δ(P − P(x)) / ∫dx exp[−βU(x)],

F(P) = −β⁻¹ ln ρ(P) + constant.

Simulation k, with k = 1, …, K, adds a known energy w_k(P(x)). All simulations share the same U, cell and temperature. In the numerator of the biased density, the delta function allows w_k(P(x)) to be replaced by w_k(P), which then leaves the integral over x. In the denominator, inserting 1 = ∫dP δ(P − P(x)) permits the same replacement. Dividing both by the unbiased partition integral gives

ρ_k(P) = exp[−βw_k(P)] ρ(P) / Z_k,

Z_k = ∫dP exp[−βw_k(P)] ρ(P).   (1)

The quantity A_k = −β⁻¹ ln Z_k is the free energy of switching on bias k. It is the unknown constant of that piece of the curve.

### 1.3 Bins

Divide the polarization range into bins of width h with centres P_l. Let p_l be the unbiased probability of bin l, and define

c_kl = exp[−βw_k(P_l)].

If the bias hardly changes across a bin, equation (1) gives the probability that a sample of simulation k falls in bin l:

π_kl = f_k c_kl p_l,   1/f_k = Z_k = Σ_l c_kl p_l.   (2)

From here on Z_k denotes this sum. The factor f_k makes Σ_l π_kl = 1.

The error of this step can be traced. Let c(P) = exp[−βw_k(P)]. For a smooth function q, the integral over a bin is h[q + (h²/24)q″] plus terms of order h⁵, with q evaluated at the centre, because the odd terms of the Taylor series cancel. Applying this to q = ρc and to q = ρ, and dividing, gives

∫_bin ρc dP / (c p_l) = 1 + (h²/24)[(ρc)″/(ρc) − ρ″/ρ] + O(h⁴).

Since (ρc)″ = ρ″c + 2ρ′c′ + ρc″, the bracket is c″/c + 2ρ′c′/(ρc). Now c′/c = −βw′, c″/c = β²w′² − βw″ and ρ′/ρ = −βF′. The bracket is therefore

β²w′² − βw″ + 2β²F′w′.

The relative error is of order h². It is small when βw and βF change little over one bin in the region that simulation k visits. Narrower bins are needed, in particular, when an umbrella is so steep that the histogram of its window is hardly wider than one bin.

### 1.4 The likelihood

Let simulation k supply N_k statistically independent samples, of which n_kl fall in bin l. The bins cover all samples, so Σ_l n_kl = N_k. The counts of one simulation follow a multinomial distribution, and different simulations are independent. The likelihood is

L = Π_k [N_k! / Π_l n_kl!] Π_l (π_kl)^(n_kl).

Insert (2) and take the logarithm:

ln L = Σ_kl n_kl [ln f_k + ln c_kl + ln p_l] + constant.

The factorials do not depend on the unknown p_l. Neither does Σ n_kl ln c_kl, because the biases are known. In the first term Σ_l n_kl = N_k, and ln f_k = −ln Z_k. With the total count per bin M_l = Σ_k n_kl, what remains is

ln L = Σ_l M_l ln p_l − Σ_k N_k ln Z_k + constant.   (3)

The data enter through M_l and N_k alone. Within this model, the record of which simulation supplied which count carries no further information about p.

### 1.5 Maximization

The maximum is sought subject to Σ_l p_l = 1, with multiplier λ. Since ∂Z_k/∂p_l = c_kl, stationarity with p_l > 0 requires

M_l/p_l − Σ_k N_k c_kl/Z_k − λ = 0.

The second term arises because f_k depends on p; treating f_k as a constant in (3) would lose it. Multiply by p_l and sum over l. The first term gives Σ_l M_l = N, the total number of samples. The second gives Σ_k N_k Z_k/Z_k = N. Hence λ = 0. This reflects a symmetry: multiplying all p_l by a number s adds N ln s to each of the two sums in (3), which cancel. The constraint merely fixes a scale. The result is

p_l = M_l / Σ_k N_k f_k c_kl,   (4)

1/f_k = Σ_l c_kl p_l.   (5)

These are the weighted histogram equations. They are coupled, because p requires f and f requires p.

Multiplying (4) by its denominator gives Σ_k N_k π_kl = M_l. The fitted model reproduces the total count of every bin, though not each simulation's separate histogram.

The name comes from another form of (4). One simulation alone estimates p_l as n_kl/(N_k f_k c_kl). Define

ω_kl = N_k f_k c_kl / Σ_j N_j f_j c_jl,   Σ_k ω_kl = 1.

Then

p_l = Σ_k ω_kl [n_kl/(N_k f_k c_kl)],

as cancelling N_k f_k c_kl confirms. The weight ω_kl is the share of the expected counts in bin l that comes from simulation k. A simulation that rarely visits a bin has little say there.

Two limits check the formula. With no bias, c_kl = 1 and f_k = 1, so p_l = M_l/N, the ordinary histogram. With one simulation, p_l is proportional to n_l/c_l, the ordinary removal of a bias. Adding a constant to w_k multiplies c_kl by a factor and divides f_k by the same factor, so p_l is unchanged.

### 1.6 Existence and uniqueness

Suppose first that every c_kl > 0 and every M_l > 0. Put p_l = exp(g_l) and consider the function to be minimized,

φ(g) = Σ_k N_k ln Σ_l c_kl exp(g_l) − Σ_l M_l g_l.

Its first derivative is

∂φ/∂g_l = Σ_k N_k π_kl − M_l.

Differentiating π_kl = c_kl exp(g_l)/Z_k gives ∂π_kl/∂g_m = π_kl δ_lm − π_kl π_km. The matrix of second derivatives is therefore

H = Σ_k N_k [diag(π_k) − π_k π_kᵀ].   (6)

For any vector v,

vᵀHv = Σ_k N_k [Σ_l π_kl v_l² − (Σ_l π_kl v_l)²].

Each bracket is the variance of v under distribution π_k, so it cannot be negative. It vanishes only if v has the same value in every bin, because every π_kl > 0. That direction is the common shift of g, which changes the scale of p and nothing else. After normalization there is at most one minimum.

A minimum exists. Use the shift to set the largest g_l to zero. Then Z_k is at least the smallest of the c_kl, called c_min, and every −g_l is non-negative. Hence

φ ≥ N ln c_min + Σ_l M_l |g_l|.

This grows without limit if any g_l tends to −∞, so the minimum lies at finite g.

An empty bin, M_l = 0, behaves differently. There ∂φ/∂g_l = Σ_k N_k π_kl > 0, so lowering p_l always improves the likelihood and the estimate is p_l = 0. This means that the bin was not seen, not that it is forbidden. With f held at its fitted values and π_kl small, the chance of seeing no count is Π_k(1 − π_kl)^(N_k) ≈ exp(−p_l D_l), where D_l = Σ_k N_k f_k c_kl. This chance falls to 5% at p_l ≈ 3/D_l, which serves as an approximate upper limit.

Hard walls make some c_kl zero. Uniqueness then requires the permitted ranges to be linked through shared bins, since v need be constant only within each range. Existence also needs suitable counts. Let one simulation permit bins 1 and 2, and another bins 2 and 3. If the first puts all its counts in bin 1, its likelihood keeps rising as p₂/p₁ → 0, even if the second has filled bin 2. No finite maximum exists.

### 1.7 Solving by iteration

The direct method starts from any positive f, computes p from (4), then f from (5), and repeats. It cannot lower the likelihood. For y > 0, ln y ≤ y − 1, with equality at y = 1. Setting y = Z_k/Z_k(old) gives

φ ≤ Q = Σ_k N_k [ln Z_k(old) + Z_k/Z_k(old) − 1] − Σ_l M_l ln p_l,

with equality at the old p. Setting ∂Q/∂p_l = 0 gives

Σ_k N_k f_k(old) c_kl − M_l/p_l = 0,

which is update (4). It minimizes Q, since Q is convex in p. Hence φ(new) ≤ Q(new) ≤ Q(old) = φ(old). The decrease is strict unless p has stopped changing. Under the conditions of 1.6 the normalized iterates stay in a bounded region of g and the only fixed point is the maximum, so the iteration converges to it.

It may be slow. Let the values ln f_j be in error by small amounts ε_j. From (4), ln p_l is in error by −Σ_j ω_jl ε_j. From (5), the new error of ln f_k is minus the π_k-average of this:

ε_k(new) = Σ_j R_kj ε_j,   R_kj = Σ_l π_kl ω_jl.

The entries of R are non-negative and each row sums to one. One iteration thus replaces each error by an average over simulations that share bins with it. In a long chain of windows, an error that varies smoothly along the chain decays slowly, as in diffusion. If the slowest error shrinks by a factor r per iteration, the remaining error is about r/(1 − r) times the last change, because the later changes form a geometric series. A small last change is therefore not by itself a small error.

### 1.8 Solving by Newton's method

Put a_k = ln f_k and D_l = Σ_k N_k exp(a_k) c_kl, and minimize

A(a) = Σ_l M_l ln D_l − Σ_k N_k a_k.   (7)

Since ∂D_l/∂a_k = N_k exp(a_k) c_kl,

∂A/∂a_k = Σ_l M_l ω_kl − N_k = N_k [f_k Σ_l c_kl p_l − 1],

where p_l = M_l/D_l. Its zero is equation (5), so minimizing A solves both equations. Differentiating again gives

∂²A/∂a_k∂a_j = Σ_l M_l [ω_kl δ_kj − ω_kl ω_jl].

This is a sum of covariance matrices, so A is convex. A common shift of all a_k leaves A unchanged; fix one a_k to remove it. The problem has K − 1 unknowns instead of one per bin. Long Newton steps should be shortened, because the quadratic approximation is local.

## Part 2. Errors, a worked cell and the limits of use

### 2.1 Symbols and results carried over

Simulation k has bias w_k(P), N_k samples and n_kl counts in bin l; M_l = Σ_k n_kl. The Boltzmann factor of the bias is c_kl = exp[−βw_k(P_l)], and the unbiased bin probability is p_l. Part 1 showed that the likelihood is greatest when

p_l = M_l / Σ_k N_k f_k c_kl,   1/f_k = Σ_l c_kl p_l.

The fitted probability of bin l in simulation k is π_kl = f_k c_kl p_l. With g_l = ln p_l, the second-derivative matrix of −ln L is

H = Σ_k N_k [diag(π_k) − π_k π_kᵀ].

For equal bins the profile is F_l = −kT ln p_l + constant, where kT = 1/β. The free energy of switching on bias k is A_k = kT ln f_k. The bin width is h.

### 2.2 Statistical error

Let g⁰ be the true values and ĝ the estimate. The gradient of −ln L at g⁰ is Σ_k N_k π_k⁰ − M. Expanding the condition that the gradient vanishes at ĝ gives, for large samples,

0 ≈ Σ_k N_k π_k⁰ − M + H(ĝ − g⁰).

The covariance of multinomial counts with N_k samples is N_k[diag(π_k) − π_k π_kᵀ]. The covariance of M is the sum of these, which is H itself. H cannot be inverted as it stands, because a common shift of g costs nothing. Hold g_j fixed for a reference bin j, and delete row and column j from H to form H_r. Then

cov(ĝ) ≈ H_r⁻¹ H_r H_r⁻¹ = H_r⁻¹,

sd(F_i − F_j) ≈ kT [(H_r⁻¹)_ii]^(1/2).   (8)

Bins without counts are omitted.

A rough estimate shows where the error comes from. Take harmonic biases w_k = (κ/2)(P − P_k)², with centres spaced by s. If F is nearly quadratic within a window, the mean P̄_k satisfies

F′(P̄_k) = κ(P_k − P̄_k).

Each window thus measures the slope of F. Its mean has an error σ/√N_k, where σ² = kT/(κ + F″). This changes the slope inferred at a fixed P by (κ + F″)σ/√N_k. Differentiating the condition for P̄_k shows that neighbouring means are separated by sκ/(κ + F″), which is the stretch over which this slope is used. The product is

error of F per window ≈ κ s σ/√N_k.   (9)

Independent windows add in quadrature, so the error grows as the square root of the number of windows crossed. This estimate assumes nearly Gaussian, well-overlapping windows. It covers the error carried along the chain only. A difference between two single bins also carries their counting noise, about kT(1/M_i + 1/M_j)^(1/2), which is contained in (8) and grows as the bins are narrowed.

### 2.3 Correlated samples

Successive simulation steps are correlated. Define the statistical inefficiency of simulation k by

g_k = N_k var(mean of P)/var(P).

Here g_k carries a simulation index and is not the logarithm g_l. For independent samples g_k = 1. Otherwise, the mean is as uncertain as that of N_k/g_k independent samples. The practical correction replaces n_kl by n_kl/g_k and N_k by N_k/g_k throughout. This is an approximation, because the occupation of a bin and the value of P need not have the same correlation time. If all g_k are equal, the factor cancels from p_l and changes only the error.

The weighted histogram equations have now been derived and shown how to be solved, with an estimate of their statistical error and an approximate correction for correlated samples. What remains is to test them on the model cell, and to examine the effects outside the model, the comparison with hafnia capacitors and the conditions for use.
